# Why high-permittivity spheres barely raise a polymer's permittivity

## Problem

A polymer of relative permittivity \(\varepsilon_m=3\) contains a volume fraction \(f=0.10\) of ferroelectric ceramic spheres. Their relative permittivity \(\varepsilon_i\) is very high, roughly 1000.

(a) Find the relative permittivity \(\varepsilon\) of the composite in the Maxwell Garnett approximation, in the limit \(\varepsilon_i\gg\varepsilon_m\).

(b) Find how much the actual value of \(\varepsilon_i\) matters.

(c) For a mean applied field of 0.50 MV/cm, find the field inside a sphere and the largest field in the polymer beside it.

The spheres do not overlap and are much smaller than the film thickness. Both materials are taken as linear, isotropic and free of conduction, and the field varies slowly enough for electrostatics to hold. All permittivities are relative, so displacements are written in units of \(\varepsilon_0\) times a field.

## A tempting solution

The effective permittivity is the ratio of the mean displacement \(D\) to the mean field \(E\). One tenth of the volume has permittivity 1000 and nine tenths have permittivity 3, so it seems natural to write

\[
D=f\varepsilon_iE+(1-f)\varepsilon_mE ,
\]

\[
\varepsilon=f\varepsilon_i+(1-f)\varepsilon_m
=0.10\times1000+0.90\times3=102.7 .
\]

On this reckoning a little filler multiplies the permittivity more than thirtyfold, and a better filler would raise it without limit.

## Where it fails

Averaging the displacement is legitimate. The fault is the use of the same field \(E\) in both materials.

That would be right for ceramic columns running from one electrode to the other, parallel to the field. The tangential field is continuous across their side walls, so column and polymer share one field. A sphere surrounded by polymer is different. Its surface acquires polarization charge, whose field opposes the applied field inside, and the higher the permittivity of the sphere, the smaller the field left within it.

The opposite arrangement, flat layers stacked across the field, has a common displacement instead of a common field. The mean field is then \(E=fD/\varepsilon_i+(1-f)D/\varepsilon_m\), which gives

\[
\varepsilon=\left[\frac{f}{\varepsilon_i}+\frac{1-f}{\varepsilon_m}\right]^{-1}=3.332 .
\]

The same ingredients in the same amounts thus give 3.3 or 103, depending on geometry. For spheres, the inner field has to be calculated.

## The field in one sphere

Place a sphere of radius \(a\) in polymer where the field, far from the sphere, is uniform and equal to \(E_m\) along the polar axis. Try the potentials

\[
\phi_{\rm in}=-E_i r\cos\theta,\qquad
\phi_{\rm out}=-E_m r\cos\theta+\frac{p\cos\theta}{r^2}.
\]

Both satisfy Laplace's equation. The first describes a uniform inner field \(E_i\), and the second adds a dipole field of strength \(p\). The potential must be continuous at \(r=a\):

\[
-E_i a=-E_m a+\frac{p}{a^2}
\quad\Rightarrow\quad
p=a^3(E_m-E_i).
\]

The radial field is \(-\partial\phi/\partial r\), which is \(E_i\cos\theta\) inside and \((E_m+2p/r^3)\cos\theta\) outside. With no free charge on the surface, the normal displacement is continuous:

\[
\varepsilon_iE_i=\varepsilon_m\left(E_m+\frac{2p}{a^3}\right)
=\varepsilon_m(3E_m-2E_i).
\]

Collecting the terms in \(E_i\) gives

\[
E_i=gE_m,\qquad g=\frac{3\varepsilon_m}{\varepsilon_i+2\varepsilon_m}.
\]

It is convenient to define

\[
b=1-g=\frac{\varepsilon_i-\varepsilon_m}{\varepsilon_i+2\varepsilon_m},
\]

so that \(p=a^3bE_m\). The number \(b\) measures how strongly the sphere polarizes relative to the polymer it replaces. It is zero for a sphere identical to the polymer and tends to 1 for very high \(\varepsilon_i\).

## From one sphere to the composite

The mean field and mean displacement are volume averages over the two materials. The Maxwell Garnett approximation assumes that the field acting on each sphere is uniform and equal to the mean field in the polymer. Then

\[
E=fE_i+(1-f)E_m=E_m[fg+1-f]=E_m(1-fb),
\]

where the last step uses \(g=1-b\). For the displacement, insert the boundary condition \(\varepsilon_iE_i=\varepsilon_m(3E_m-2E_i)\):

\[
\begin{aligned}
D&=f\varepsilon_iE_i+(1-f)\varepsilon_mE_m\\
&=\varepsilon_m\left[3fE_m-2fE_i+(1-f)E_m\right]\\
&=\varepsilon_m\left[E_m+2f(E_m-E_i)\right]\\
&=\varepsilon_mE_m(1+2fb).
\end{aligned}
\]

The unknown \(E_m\) cancels in the ratio:

\[
\varepsilon=\frac{D}{E}=\varepsilon_m\,\frac{1+2fb}{1-fb}.
\]

There is a geometry for which the assumption holds without approximation. Surround the sphere by a concentric polymer shell of outer radius \(c\), with \(a^3/c^3=f\), and embed this coated sphere in a uniform medium of permittivity \(\varepsilon\) carrying a uniform field \(E\). If the coated sphere is not to disturb the field outside, continuity of potential and of normal displacement at \(r=c\) requires

\[
E=E_m-\frac{p}{c^3}=E_m(1-fb),
\]

\[
\varepsilon E=\varepsilon_m\left(E_m+\frac{2p}{c^3}\right)=\varepsilon_mE_m(1+2fb).
\]

These are the two averages found above. A ball of the uniform medium can therefore be exchanged for a coated sphere of the same outer size without any effect outside it. Repeating the exchange with coated spheres of many sizes, all with the same ratio \(a/c\), until the space is filled gives a composite whose permittivity is the Maxwell Garnett value. For other arrangements the formula is in general an approximation.

## Part (a): very high permittivity

As \(\varepsilon_i\) grows at fixed \(f\), \(b\) tends to 1 and

\[
\varepsilon=\varepsilon_m\frac{1+2f}{1-f}
=3\times\frac{1.20}{0.90}=4.0 .
\]

The spheres raise the permittivity by one third.

A second trap lies in this limit. Since \(E_i\) tends to zero, one might drop the spheres from both averages. That would leave \(D=(1-f)\varepsilon_mE_m\) and \(E=(1-f)E_m\), hence \(\varepsilon=\varepsilon_m\), as if the spheres did nothing. But the displacement inside a sphere is the product of a vanishing field and a growing permittivity, and this product stays finite:

\[
\varepsilon_iE_i=\frac{3\varepsilon_m\varepsilon_i}{\varepsilon_i+2\varepsilon_m}E_m
\;\longrightarrow\;3\varepsilon_mE_m .
\]

Each sphere carries three times the mean displacement of the polymer, \(\varepsilon_mE_m\). The mean displacement is then \([3f+(1-f)]\varepsilon_mE_m=(1+2f)\varepsilon_mE_m\), which is the numerator of the result. The denominator, \(1-f\), expresses that the whole voltage has to be dropped in the polymer.

The factor of three explains why the result saturates. However polarizable the sphere is, the polymer in series with it limits the displacement that reaches it. For small \(f\) the formula becomes \(\varepsilon\approx\varepsilon_m(1+3f)\), which no longer contains the filler's permittivity.

The limit \(b\to1\) must not be carried to \(f\to1\). The limiting formula diverges there, whereas the full formula at \(f=1\) gives \(\varepsilon_m(1+2b)/(1-b)=\varepsilon_i\), as it should for solid ceramic. Replacing \(b\) by 1 in the denominator requires \(1-f\gg f(1-b)\), which is well satisfied here.

## Part (b): the actual filler

For \(\varepsilon_i=1000\),

\[
b=\frac{1000-3}{1000+6}=0.99105,\qquad \varepsilon=3.990 .
\]

The size of the correction follows from the derivative of the full formula,

\[
\frac{d\varepsilon}{db}
=\varepsilon_m\frac{2f(1-fb)+f(1+2fb)}{(1-fb)^2}
=\frac{3f\varepsilon_m}{(1-fb)^2}.
\]

Near the limit \(b\approx1-3\varepsilon_m/\varepsilon_i\), so to leading order in \(\varepsilon_m/\varepsilon_i\)

\[
\varepsilon\approx\varepsilon_m\frac{1+2f}{1-f}
-\frac{9f\varepsilon_m^2}{(1-f)^2\varepsilon_i}.
\]

The correction falls as \(1/\varepsilon_i\). With \(f\) and \(\varepsilon_m\) held fixed, the full formula gives:

| Filler \(\varepsilon_i\) | Composite \(\varepsilon\) |
|---:|---:|
| 100 | 3.907 |
| 300 | 3.967 |
| 1000 | 3.990 |
| 5000 | 3.998 |

To find the filler permittivity that produces a given \(\varepsilon\), solve the formula first for \(b\) and then for \(\varepsilon_i\):

\[
b=\frac{\varepsilon-\varepsilon_m}{f(\varepsilon+2\varepsilon_m)},\qquad
\varepsilon_i=\varepsilon_m\frac{1+2b}{1-b}.
\]

Setting \(\varepsilon=3.95\) gives \(\varepsilon_i=193\). Any filler above about 200 therefore leads to the same rounded answer, 4.0. A ferroelectric's permittivity can change greatly with temperature, but in this model a fivefold rise from 1000 moves the composite by less than 0.01.

## Part (c): the fields

In the high-permittivity limit the mean polymer field is

\[
E_m=\frac{E}{1-f}=1.111\,E .
\]

Just outside a sphere the polymer field has the radial part \((E_m+2p/a^3)\cos\theta\) and a tangential part of magnitude \(E_i\sin\theta\), which vanishes in this limit. The dipole part weakens with distance from the sphere. The largest polymer field is therefore at the pole, where the surface faces along the field, and equals \(E_m+2p/a^3\). With \(p=a^3E_m\) this becomes

\[
E_{\rm pole}=3E_m=\frac{3E}{1-f}=3.333\,E .
\]

For the filler with \(\varepsilon_i=1000\), the inner field follows from \(E_i=gE_m\) and \(E_m=E/(1-fb)\):

\[
E_i=\frac{g}{1-fb}\,E=0.0050\ \text{MV/cm}
\quad\text{for}\quad E=0.50\ \text{MV/cm}.
\]

Continuity of normal displacement then gives the pole field in the polymer,

\[
E_{\rm pole}=\frac{\varepsilon_i}{\varepsilon_m}E_i=1.66\ \text{MV/cm}.
\]

The sphere thus feels about one hundredth of the applied field, while the polymer at its pole bears more than three times the applied field. If the polymer breaks down at roughly 3 MV/cm, the pole field is already 0.55 of that strength, although the mean field is only one sixth of it. This is not a safe margin for a random film: the calculation treats each sphere as if it sat in a uniform field, and where two spheres nearly touch along the field direction, the field in the narrow gap between them can be many times higher still, and it grows as the gap narrows.

## What the arrangement changes

The Maxwell Garnett formula contains the amount of filler but not the positions of the spheres. Two other arrangements show what this omission costs at \(f=0.10\).

The first is a simple cubic array of equal spheres in the limit \(\varepsilon_i\gg\varepsilon_m\), with the field along a cube edge. Solving Laplace's equation for one cell by finite differences gives \(\varepsilon=4.00\), in agreement with the formula. At \(f=0.20\) the same method gives 5.27, against 5.25 from the formula. The pole field in the array at \(f=0.10\) is several percent higher than the formula's 3.3 times the mean field. The numerical solution includes the non-uniform part of the neighbours' fields, which the formula leaves out. The mean permittivity is thus reproduced better than the local field.

The second arrangement is random, with positions independent except that spheres cannot overlap. Consider two spheres in the same limit, a distance \(R\) apart in units of their radius. If each is treated as a dipole, its moment relative to an isolated sphere is \(1/(1-2/R^3)\) when the pair lies along the field and \(1/(1+1/R^3)\) when it lies across. One direction in three is along the field, so the mean excess at large distance is

\[
\delta\approx\frac13\left[\frac{2}{R^3}+\frac{4}{R^6}
+2\left(-\frac{1}{R^3}+\frac{1}{R^6}\right)\right]=\frac{2}{R^6}.
\]

The terms in \(1/R^3\) cancel, and what remains is positive: pairs polarize more, on average, than isolated spheres. The number of neighbours between \(R\) and \(R+dR\) is \(3fR^2dR\), so the mean dipole is multiplied by

\[
1+3fI,\qquad I=\int_2^\infty R^2\,\delta(R)\,dR .
\]

Close pairs also need higher multipoles. A numerical multipole solution for the pair gives \(I=0.168\). Since the leading filler contribution to \(\varepsilon\) is \(3f\varepsilon_m\), the shift at order \(f^2\) is

\[
\Delta\varepsilon=3f\varepsilon_m\times3fI=9\varepsilon_mf^2I=+0.045 .
\]

Terms of order \(f^3\), which involve groups of three spheres, are not included. Even so, this shift is larger than the 0.010 lost through the finite permittivity of the filler.

## Beside a real film

The parameters resemble a ceramic-filled polymer film for capacitors. A polymer permittivity of 3, a filler permittivity of 1000 and a breakdown strength of 3 MV/cm are rough typical values; a filling of ten percent is low where high permittivity is the aim. Real films can contain voids and clusters, which the model excludes. Suppose that 2 percent of the polymer phase consists of round air voids much smaller than the ceramic spheres. Applying the formula first to voids in polymer, with \(\varepsilon_i=1\), lowers the matrix permittivity from 3 to 2.949. Using this as the new matrix gives a composite value of 3.93, a shift of \(-0.07\). This treats the air as an insulator. The field in a void is \(g=9/7\) times the polymer field, about 0.7 MV/cm on average for the applied field of part (c) and more near a pole, so the treatment holds only for voids of about a micrometre or less, across which the voltage is too small to start a discharge. For a filler near 1000, such voids and random positions therefore each shift the answer more than the filler's finite permittivity does, though in opposite directions, and a third digit in 4.0 would have no practical significance. Clusters that form continuous paths between the electrodes would break the model altogether. If the ceramic is fused into solid columns that run parallel to the field from one electrode to the other, the tempting solution applies. Spheres that merely touch at points stay far below that value, because much of the displacement must still cross the polymer around each contact.

Linearity is a further assumption. Coercive fields of ferroelectric ceramics vary widely, and in soft ceramics they can be comparable with the inner field of 0.005 MV/cm, so a linear response of the filler is not assured. A moderate change of the filler's permittivity with field would still have little effect on \(\varepsilon\), for the reason found in part (b), as long as the spheres are well separated. Where spheres touch in chains along the field, \(\varepsilon\) depends more strongly on the filler's permittivity.
